# Direct sampling of polar-optical and Brooks-Herring scattering angles: verification in Python

```python
"""Direct inversion sampling of scattering angles in Monte Carlo transport.

Results under test, with r uniform on (0,1) and r = 0 meaning forward:
  polar-optical:   cos(theta) = (1 + xi - (1 + 2 xi)**r) / xi,
                   xi = 2 k k' / (k - k')**2
  Brooks-Herring:  cos(theta) = 1 - 2 r / (1 + g (1 - r)),
                   g = 4 k**2 / b**2
k, k' : wavevector lengths before and after; b : inverse screening length;
q = |k - k'| as vectors; theta : angle between them; phi : azimuth about k.
The angular laws are sin(theta)/q**2 and sin(theta)/(q**2 + b**2)**2.
Energies are in eV, lengths in angstrom.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.stats import chi2, kstest


def xi_of(k_in, k_out):
    return 2 * k_in * k_out / (k_in - k_out) ** 2


def polar_cos(r, xi):
    """Inversion formula in a form that keeps its digits at small xi."""
    if xi == 0:
        return 1 - 2 * r
    return 1 - np.expm1(r * np.log1p(2 * xi)) / xi


def ion_cos(r, g):
    return 1 - 2 * r / (1 + g * (1 - r))


def polar_kernel(q2):
    return 1 / q2


def ion_kernel_for(b):
    return lambda q2: 1 / (q2 + b * b) ** 2


def angle_integral(k_in, k_out, kernel, lo, hi, weight=lambda t: 1.0):
    """Integral of the defining angular law between two angles."""
    def law(t):
        # half-angle form of q**2 avoids cancellation near forward angles
        q2 = (k_in - k_out) ** 2 + 4 * k_in * k_out * np.sin(t / 2) ** 2
        return np.sin(t) * kernel(q2) * weight(t)
    return quad(law, lo, hi, epsabs=0, epsrel=1e-10, limit=300)[0]


def rotate(n, cos_t, phi):
    """Direction at angle theta and azimuth phi about unit vector n."""
    rho = np.hypot(n[0], n[1])
    ca, sa = (n[0] / rho, n[1] / rho) if rho > 0 else (1.0, 0.0)
    e1 = np.array([n[2] * ca, n[2] * sa, -rho])
    e2 = np.array([-sa, ca, 0.0])
    sin_t = np.sqrt(np.maximum(0.0, 1 - cos_t ** 2))
    return (np.multiply.outer(sin_t * np.cos(phi), e1)
            + np.multiply.outer(sin_t * np.sin(phi), e2)
            + np.multiply.outer(cos_t, n))


def chi_square(counts, prob):
    expected = counts.sum() * prob
    assert expected.min() > 20
    stat = ((counts - expected) ** 2 / expected).sum()
    dof = counts.size - 1
    return stat, dof, chi2.sf(stat, dof)


# ---- model parameters -------------------------------------------------
mass = 0.1
energy = 0.10
phonon = 0.04
screening_length = 50.0
polar_deg, azimuth_deg = 60.0, 40.0
hbar2_over_me = const.hbar ** 2 / const.m_e / const.e * 1e20  # eV angstrom^2
bohr = const.physical_constants["Bohr radius"][0] * 1e10      # angstrom


def wavevector(e):
    return np.sqrt(2 * mass * e / hbar2_over_me)


k = wavevector(energy)
k_em = wavevector(energy - phonon)
k_ab = wavevector(energy + phonon)
b = 1 / screening_length
ion_kernel = ion_kernel_for(b)
xi_em, xi_ab = xi_of(k, k_em), xi_of(k, k_ab)
g = 4 * k * k / b ** 2

# ---- couplings --------------------------------------------------------
# Poisson equation on a periodic grid for polarization waves of equal size
points = 240
x = 2 * np.pi * np.arange(points) / points
h = x[1]
eye = np.eye(points)
laplace = (np.roll(eye, 1, 0) + np.roll(eye, -1, 0) - 2 * eye) / h ** 2
power = []
for wave in (1, 3):
    pol = np.cos(wave * x)
    source = 4 * np.pi * (np.roll(pol, -1) - np.roll(pol, 1)) / (2 * h)
    pot = np.linalg.lstsq(laplace, source, rcond=None)[0]
    power.append(np.mean((pot - pot.mean()) ** 2))
# second-order differences on this grid are good to about 1e-3
assert abs(power[0] / power[1] / 9 - 1) < 3e-3

# Fourier transform of the screened Coulomb potential, divided by 4 pi
for q in (0.5 * b, 2 * b, 5 * b):
    radial = quad(lambda s: np.exp(-b * s), 0, 40 / b,
                  weight="sin", wvar=q, limit=300)[0] / q
    assert abs(radial * (q * q + b * b) - 1) < 1e-7

# ---- inversion against quadrature of the angular laws -----------------
worst_polar = worst_ion = 0.0
r_grid = (0.01, 0.2, 0.5, 0.8, 0.99)
for ratio in (1e-6, 0.1, 0.6, 0.98, 1.4):
    kp = np.sqrt(ratio)
    total = angle_integral(1.0, kp, polar_kernel, 0, np.pi)
    for r in r_grid:
        t = np.arccos(polar_cos(r, xi_of(1.0, kp)))
        part = angle_integral(1.0, kp, polar_kernel, 0, t)
        worst_polar = max(worst_polar, abs(part / total - r))
for g_try in (0.01, 1.0, 30.0, 1e4):
    kern = ion_kernel_for(2 / np.sqrt(g_try))
    total = angle_integral(1.0, 1.0, kern, 0, np.pi)
    for r in r_grid:
        t = np.arccos(ion_cos(r, g_try))
        part = angle_integral(1.0, 1.0, kern, 0, t)
        worst_ion = max(worst_ion, abs(part / total - r))
assert worst_polar < 1e-8 and worst_ion < 1e-8

# the printed polar formula loses digits at tiny xi, the expm1 form does not
mp.mp.dps = 50
tiny = 1e-12
err_plain = err_stable = 0.0
for r in np.linspace(0.1, 0.9, 9):
    X, R = mp.mpf(tiny), mp.mpf(float(r))
    exact = float((1 + X - (1 + 2 * X) ** R) / X)
    plain = (1 + tiny - (1 + 2 * tiny) ** r) / tiny
    err_plain = max(err_plain, abs(plain - exact))
    err_stable = max(err_stable, abs(polar_cos(r, tiny) - exact))
    assert abs(exact - polar_cos(r, 0)) < 1e-11
assert err_stable < 1e-14 and err_plain > 1e-6

# high-energy limit xi -> 8 (energy/phonon)**2
for final in (99.0, 101.0):
    assert abs(xi_of(10.0, np.sqrt(final)) / 8e4 - 1) < 0.02

# ---- mean cosines -----------------------------------------------------


def polar_mean(xi):
    return (1 + xi) / xi - 2 / np.log1p(2 * xi)


mean_em, mean_ab = polar_mean(xi_em), polar_mean(xi_ab)
mean_ion = 1 - 2 * ((1 + g) * np.log1p(g) - g) / g ** 2
for kp, kern, value in ((k_em, polar_kernel, mean_em),
                        (k_ab, polar_kernel, mean_ab),
                        (k, ion_kernel, mean_ion)):
    top = angle_integral(k, kp, kern, 0, np.pi, lambda t: 1 - np.cos(t))
    norm = angle_integral(k, kp, kern, 0, np.pi)
    assert abs(1 - top / norm - value) < 1e-8


def broadened_mean(sigma, e_final, kernel):
    """Golden-rule sum over final states with a Gaussian energy delta."""
    z = np.linspace(-6, 6, 241)
    e = e_final + sigma * z
    kp = wavevector(e)[:, None]
    mu, w_mu = np.polynomial.legendre.leggauss(200)
    weight = (np.exp(-z * z / 2) * np.sqrt(e))[:, None] * w_mu
    weight = weight * kernel(k * k + kp ** 2 - 2 * k * kp * mu)
    return (weight * mu).sum() / weight.sum()


# the broadening error is quadratic; extrapolate it away
golden = []
for e_final, kern, value in ((energy - phonon, polar_kernel, mean_em),
                             (energy, ion_kernel, mean_ion)):
    wide = broadened_mean(0.002, e_final, kern)
    narrow = broadened_mean(0.001, e_final, kern)
    golden.append((4 * narrow - wide) / 3)
    assert abs(golden[-1] - value) < 2e-5

# ---- rejection sampling as an independent sampler ---------------------
rng = np.random.default_rng(20240)
trials = 400_000
accept = []
for kp, kern, formula in ((k_em, polar_kernel,
                           np.log1p(2 * xi_em) / (2 * xi_em)),
                          (k, ion_kernel, 1 / (1 + g))):
    mu = rng.uniform(-1, 1, trials)
    q2 = k * k + kp * kp - 2 * k * kp * mu
    keep = rng.random(trials) < kern(q2) / kern((k - kp) ** 2)
    rate = keep.mean()
    assert abs(rate - formula) < 5 * np.sqrt(formula / trials)
    accept.append((formula, rate))
    q2 = q2[keep]
    if kern is polar_kernel:
        low, high = abs(k - kp), k + kp
        u = np.log(np.sqrt(q2) / low) / np.log(high / low)
    else:
        first, last = 1 / b ** 2, 1 / (4 * k * k + b * b)
        u = (first - 1 / (q2 + b * b)) / (first - last)
    assert kstest(u, "uniform").pvalue > 1e-4

# ---- rotation: length and scattering angle, poles included ------------
directions = [np.array([0, 0, 1.0]), np.array([0, 0, -1.0])]
for v in rng.normal(size=(20, 3)):
    directions.append(v / np.linalg.norm(v))
mu_test = rng.uniform(-1, 1, 200)
phi_test = rng.uniform(0, 2 * np.pi, 200)
for n in directions:
    out = rotate(n, mu_test, phi_test)
    assert np.allclose(np.linalg.norm(out, axis=1), 1, atol=1e-12)
    assert np.allclose(out @ n, mu_test, atol=1e-12)

# ---- histograms in theta and in the laboratory frame ------------------
alpha, beta = np.radians([polar_deg, azimuth_deg])
n_in = np.array([np.sin(alpha) * np.cos(beta),
                 np.sin(alpha) * np.sin(beta), np.cos(alpha)])
samples = 400_000
theta_edges = np.linspace(0, np.pi, 19)
c_edges = np.linspace(-1, 1, 11)
a_edges = np.linspace(-np.pi, np.pi, 13)


def theta_probabilities(kp, kernel):
    p = np.array([angle_integral(k, kp, kernel, lo, hi)
                  for lo, hi in zip(theta_edges[:-1], theta_edges[1:])])
    return p / p.sum()


def lab_probabilities(kp, kernel):
    """Integrate |M(q)|**2 over laboratory solid-angle cells."""
    node, weight = np.polynomial.legendre.leggauss(16)

    def spread(edges):
        mid = (edges[:-1] + edges[1:]) / 2
        return (mid[:, None] + node * (edges[1] - edges[0]) / 2).ravel()
    c = spread(c_edges)[:, None]
    a = spread(a_edges)[None, :]
    s = np.sqrt(1 - c * c)
    mu = n_in[0] * s * np.cos(a) + n_in[1] * s * np.sin(a) + n_in[2] * c
    f = kernel(k * k + kp * kp - 2 * k * kp * mu)
    f = f.reshape(len(c_edges) - 1, 16, len(a_edges) - 1, 16)
    p = np.einsum("iajb,a,b->ij", f, weight, weight)
    return p / p.sum()


def lab_counts(v):
    return np.histogram2d(v[:, 2], np.arctan2(v[:, 1], v[:, 0]),
                          bins=(c_edges, a_edges))[0]


def theta_counts(mu):
    return np.histogram(np.arccos(np.clip(mu, -1, 1)), theta_edges)[0]


report = {}
for name, kp, kern, mean in (("emission", k_em, polar_kernel, mean_em),
                             ("ion", k, ion_kernel, mean_ion)):
    r = rng.random(samples)
    phi = 2 * np.pi * rng.random(samples)
    mu = polar_cos(r, xi_em) if name == "emission" else ion_cos(r, g)
    p_theta = theta_probabilities(kp, kern)
    counts = theta_counts(mu)
    test_theta = chi_square(counts, p_theta)
    out = rotate(n_in, mu, phi)
    p_lab = lab_probabilities(kp, kern)
    test_lab = chi_square(lab_counts(out), p_lab)
    assert test_theta[2] > 1e-4 and test_lab[2] > 1e-4
    average = out.mean(axis=0)
    error = out.std(axis=0) / np.sqrt(samples)
    assert np.all(abs(average - mean * n_in) < 5 * error)
    # deliberate mistake: angles used in the laboratory without rotation
    unrotated = rotate(np.array([0, 0, 1.0]), mu, phi)
    bad_lab = chi_square(lab_counts(unrotated), p_lab)
    assert bad_lab[0] > 10 * bad_lab[1]
    report[name] = (p_theta, counts / samples, test_theta, test_lab,
                    bad_lab, average, mu.mean())
# deliberate mistake: absorption xi used for an emission event
bad_xi = chi_square(theta_counts(polar_cos(rng.random(samples), xi_ab)),
                    report["emission"][0])
assert bad_xi[0] > 10 * bad_xi[1]

# ---- one complete draw ------------------------------------------------
r1, r2 = 0.30, 0.20
draws = []
for name, kp, mu in (("emission", k_em, polar_cos(r1, xi_em)),
                     ("ion", k, ion_cos(r1, g))):
    final = kp * rotate(n_in, mu, 2 * np.pi * r2)
    q = np.linalg.norm(k * n_in - final)
    draws.append((name, mu, final, q))
q_min, q_max = k - k_em, k + k_em
assert abs(draws[0][3] / (q_min * (q_max / q_min) ** r1) - 1) < 1e-10

# ---- output -----------------------------------------------------------
deg = np.degrees
print(f"effective mass (electron masses): {mass}")
print(f"electron energy: {energy:.2f} eV; phonon: {phonon:.2f} eV")
print(f"screening length: {screening_length:.0f} angstrom")
print(f"incoming polar, azimuth: {polar_deg:.0f}, {azimuth_deg:.0f} degrees")
print("incoming unit vector:", np.array2string(n_in, precision=5))
print(f"k initial: {k:.6f} 1/angstrom")
print(f"k' emission: {k_em:.6f} 1/angstrom")
print(f"k' absorption: {k_ab:.6f} 1/angstrom")
print(f"q min, max emission: {q_min:.6f}, {q_max:.6f} 1/angstrom")
print(f"xi emission: {xi_em:.4f}; xi absorption: {xi_ab:.4f}")
print(f"g Brooks-Herring: {g:.4f}")
print(f"worst CDF error, polar: {worst_polar:.1e}; ion: {worst_ion:.1e}")
print(f"xi=1e-12 cosine error, plain: {err_plain:.1e}; "
      f"expm1: {err_stable:.1e}")
print(f"median angle emission: {deg(np.arccos(polar_cos(.5, xi_em))):.2f} deg")
print(f"median angle absorption: "
      f"{deg(np.arccos(polar_cos(.5, xi_ab))):.2f} deg")
print(f"median angle ion: {deg(np.arccos(ion_cos(.5, g))):.2f} deg")
print(f"mean cosine absorption, formula: {mean_ab:.5f}")
for i, (name, mean) in enumerate((("emission", mean_em), ("ion", mean_ion))):
    print(f"mean cosine {name}: formula {mean:.5f}, "
          f"golden rule {golden[i]:.5f}, sampled {report[name][6]:.5f}")
    print(f"rejection acceptance {name}: formula {accept[i][0]:.5f}, "
          f"counted {accept[i][1]:.5f}")
print(f"samples per histogram: {samples}; rejection trials: {trials}")
print("theta bin (deg): emission quadrature, sampled; ion quadrature, sampled")
table = [report[name][j].reshape(6, 3).sum(axis=1)
         for name in ("emission", "ion") for j in (0, 1)]
for i in range(6):
    print(f"{30*i:3d}-{30*(i+1):3d}: "
          + "  ".join(f"{column[i]:.5f}" for column in table))
for name in ("emission", "ion"):
    _, _, tt, tl, bad, average, _ = report[name]
    print(f"{name} theta chi2: {tt[0]:.1f}, dof {tt[1]}, p {tt[2]:.3f}")
    print(f"{name} lab chi2: {tl[0]:.1f}, dof {tl[1]}, p {tl[2]:.3f}")
    print(f"{name} lab chi2 without rotation: {bad[0]:.3g}")
    print(f"{name} mean lab direction:", np.array2string(average, precision=4))
print(f"emission theta chi2 with absorption xi: {bad_xi[0]:.3g}")
print(f"single draw: r = {r1:.2f}, azimuth number = {r2:.2f}, "
      f"phi = {360*r2:.0f} deg")
for name, mu, final, q in draws:
    print(f"{name} draw: cosine {mu:.5f}, theta {deg(np.arccos(mu)):.2f} deg")
    print(f"{name} draw k' (1/angstrom): "
          + ", ".join(f"{value:.6f}" for value in final))
    print(f"{name} draw q: {q:.6f} 1/angstrom = {q*bohr:.6f} 1/bohr")
print("done: every assertion held")
```

Printed output:

```
effective mass (electron masses): 0.1
electron energy: 0.10 eV; phonon: 0.04 eV
screening length: 50 angstrom
incoming polar, azimuth: 60, 40 degrees
incoming unit vector: [0.66341 0.55667 0.5    ]
k initial: 0.051232 1/angstrom
k' emission: 0.039684 1/angstrom
k' absorption: 0.060618 1/angstrom
q min, max emission: 0.011548, 0.090916 1/angstrom
xi emission: 30.4919; xi absorption: 70.4965
g Brooks-Herring: 26.2468
worst CDF error, polar: 4.8e-14; ion: 1.1e-13
xi=1e-12 cosine error, plain: 2.2e-04; expm1: 2.2e-16
median angle emission: 39.23 deg
median angle absorption: 32.31 deg
median angle ion: 21.69 deg
mean cosine absorption, formula: 0.61062
mean cosine emission: formula 0.54817, golden rule 0.54817, sampled 0.54779
rejection acceptance emission: formula 0.06767, counted 0.06794
mean cosine ion: formula 0.81477, golden rule 0.81477, sampled 0.81504
rejection acceptance ion: formula 0.03670, counted 0.03697
samples per histogram: 400000; rejection trials: 400000
theta bin (deg): emission quadrature, sampled; ion quadrature, sampled
  0- 30: 0.39408  0.39330  0.66173  0.66280
 30- 60: 0.28145  0.28205  0.23908  0.23824
 60- 90: 0.16038  0.16016  0.06378  0.06322
 90-120: 0.09567  0.09627  0.02332  0.02371
120-150: 0.05189  0.05171  0.00946  0.00937
150-180: 0.01652  0.01651  0.00263  0.00267
emission theta chi2: 11.6, dof 17, p 0.822
emission lab chi2: 109.7, dof 119, p 0.717
emission lab chi2 without rotation: 9.45e+05
emission mean lab direction: [0.3624 0.3055 0.2745]
ion theta chi2: 19.6, dof 17, p 0.294
ion lab chi2: 118.5, dof 119, p 0.497
ion lab chi2 without rotation: 6.03e+06
ion mean lab direction: [0.5403 0.4541 0.4076]
emission theta chi2 with absorption xi: 1.91e+04
single draw: r = 0.30, azimuth number = 0.20, phi = 72 deg
emission draw: cosine 0.91969, theta 23.12 deg
emission draw k' (1/angstrom): 0.016531, 0.033217, 0.014078
emission draw q: 0.021446 1/angstrom = 0.011349 1/bohr
ion draw: cosine 0.96903, theta 14.30 deg
ion draw k' (1/angstrom): 0.026698, 0.038110, 0.021437
ion draw q: 0.012751 1/angstrom = 0.006747 1/bohr
done: every assertion held
```
